# The oscillating dipole of a 1s–2p0 superposition in hydrogen

## Problem

At \(t=0\) the electron of a hydrogen atom is in an equal superposition of the 1s and 2p0 states,

\[
\psi(\mathbf r,0)=\frac{a(\mathbf r)+b(\mathbf r)}{\sqrt2},\qquad
a=\frac{e^{-r}}{\sqrt\pi},\qquad
b=\frac{z\,e^{-r/2}}{4\sqrt{2\pi}} .
\]

Find the mean position \(\langle z\rangle\) at all later times. Then find the probability current, and verify that the solution satisfies the continuity equation and Ehrenfest's theorem.

Atomic units are used: \(\hbar\), the electron mass, the elementary charge \(e\) and the Bohr radius are all 1. The nucleus is fixed at the origin, the potential is \(V=-1/r\), and spin and the coupling to radiation are left out.

## A tempting solution

The initial mean position is an integral. The squares \(a^2\) and \(b^2\) are even in \(z\), so multiplied by \(z\) they integrate to zero. The cross term remains:

\[
\langle z\rangle_0=\int z\,\frac{a^2+b^2+2ab}{2}\,d^3r=\int z\,ab\,d^3r\equiv D .
\]

With \(z=r\cos\theta\), the angular integral of \(\cos^2\theta\) is \(4\pi/3\), so

\[
D=\frac{1}{4\sqrt2\,\pi}\cdot\frac{4\pi}{3}\int_0^\infty r^4e^{-3r/2}\,dr .
\]

This integral and several later ones follow from

\[
\int_0^\infty r^n e^{-3r/2}\,dr=n!\left(\frac23\right)^{n+1}.
\]

For \(n=4\) it gives \(24\cdot 32/243=256/81\), and therefore

\[
D=\frac{1}{3\sqrt2}\cdot\frac{256}{81}=\frac{128\sqrt2}{243}\approx0.745 .
\]

The wave function is real at \(t=0\), so the mean momentum is zero and the motion starts from rest. Now Ehrenfest's theorem is invoked in the form "the mean position obeys Newton's law". On the positive \(z\) axis the attraction is \(-1/z^2\), which suggests

\[
\frac{d^2\langle z\rangle}{dt^2}=-\frac{1}{\langle z\rangle^2}.
\]

At \(t=0\) the right side is \(-1.802\). A superposition of two levels should oscillate, so one sets \(\langle z\rangle=D\cos\Omega t\) and matches the initial acceleration:

\[
\Omega^2D=\frac1{D^2},\qquad \Omega=\sqrt{\frac{1.802}{0.745}}\approx1.56 .
\]

## Where it fails

The value of \(D\) is right. The frequency is wrong, and the fault lies in the force. Ehrenfest's theorem reads

\[
\frac{d\langle p_z\rangle}{dt}=\left\langle-\frac{\partial V}{\partial z}\right\rangle=-\left\langle\frac{z}{r^3}\right\rangle .
\]

It contains the mean of the force over the whole charge cloud. The tempting solution replaced this by the force at the mean position.

The two agree when the force is linear in position, because then \(\langle -kz\rangle=-k\langle z\rangle\). They agree approximately when the cloud is narrow compared with its distance from the nucleus: a Taylor expansion of the force about the mean position then has small corrections, at most of relative order (width/distance)\(^2\). For the Coulomb force and a spherical cloud that does not reach the nucleus they vanish. Neither condition holds here. The mean square distance from the nucleus is the average of the values for the two states, since the cross term is odd and drops out:

\[
\langle r^2\rangle=\frac12\left[4\int_0^\infty r^4e^{-2r}dr+\frac1{24}\int_0^\infty r^6e^{-r}dr\right]=\frac{3+30}{2}=\frac{33}{2}.
\]

The cloud thus extends over about 4 bohr, while its centre is less than 1 bohr from the nucleus. It surrounds the nucleus, and two effects weaken the mean force. At \(t=0\) the half above the plane \(z=0\) contributes \(-0.318\) and the half below \(+0.213\). Even added in magnitude these give only 0.53, against 1.80, because the cloud is spread over distances and directions. Their partial cancellation then leaves \(-0.105\).

There is also an internal contradiction. The assumed cosine passes through zero, where \(-1/\langle z\rangle^2\) diverges while the acceleration of the cosine vanishes. The cosine therefore does not solve the equation from which its frequency was taken. The frequency has to come from the Schrödinger equation.

## Correct time evolution

First, \(a\) and \(b\) must be shown to be energy eigenfunctions. For a function of \(r\) alone, \(\nabla^2 f=f''+2f'/r\), hence

\[
\nabla^2a=\left(1-\frac2r\right)a .
\]

For \(b=z\,g(r)\) with \(g\propto e^{-r/2}\), the product rule gives \(\nabla^2(zg)=z\nabla^2g+2\,\partial g/\partial z\), and \(\partial g/\partial z=zg'/r\). Hence

\[
\nabla^2b=z\left(g''+\frac{4g'}{r}\right)=\left(\frac14-\frac2r\right)b .
\]

Inserting these in \(H=-\tfrac12\nabla^2-1/r\), the \(1/r\) terms cancel and leave \(Ha=-\tfrac12a\) and \(Hb=-\tfrac18b\). Each part acquires the phase of its own energy:

\[
\psi(t)=\frac{a\,e^{it/2}+b\,e^{it/8}}{\sqrt2}
=e^{it/2}\,\frac{a+b\,e^{-i\omega t}}{\sqrt2},\qquad
\omega=-\frac18+\frac12=\frac38 .
\]

The common factor \(e^{it/2}\) affects neither density nor current. Since \(a\) and \(b\) are real, the density is

\[
\rho=|\psi|^2=\frac{a^2+b^2}{2}+ab\cos\omega t,\qquad
ab=\frac{z\,e^{-3r/2}}{4\sqrt2\,\pi}.
\]

The even part stands still. The odd part shifts charge from one side of the nucleus to the other and back. The integral for \(D\) now gives

\[
\boxed{\langle z\rangle=\frac{128\sqrt2}{243}\cos\frac{3t}{8}}
\]

The means \(\langle x\rangle\) and \(\langle y\rangle\) vanish because \(\rho\) is even in \(x\) and in \(y\). The electron has charge \(-1\), so the electric dipole moment is \(d_z=-\langle z\rangle\), with the same amplitude.

The number \(3/8\) is an angular frequency. The ordinary frequency is \(\omega/2\pi=0.0597\), or about 2.47 PHz. The period is \(T=2\pi/\omega=16.76\), or about 0.405 fs, and the dipole amplitude is about 1.89 debye. These are values for a fixed nucleus. The finite proton mass changes them by about 0.05%, the electron-to-proton mass ratio. The frequency becomes 2.466 PHz instead of 2.467 PHz, and the period 0.4055 fs instead of 0.4053 fs, enough to tip its rounded third figure. The tempting value 1.56 was too large by a factor of about four.

## The current and the continuity equation

In these units the current is \(\mathbf j=\operatorname{Im}(\psi^*\nabla\psi)\). Inserting \(\psi\) without its common phase,

\[
\psi^*\nabla\psi=\tfrac12\left(a+b\,e^{i\omega t}\right)\left(\nabla a+e^{-i\omega t}\nabla b\right).
\]

The products \(a\nabla a\) and \(b\nabla b\) are real. The other two have imaginary parts \(-a\nabla b\sin\omega t\) and \(+b\nabla a\sin\omega t\), so

\[
\mathbf j=\tfrac12\sin\omega t\,\left(b\nabla a-a\nabla b\right).
\]

Taking the divergence, the terms \(\nabla a\cdot\nabla b\) cancel. The Laplacians found above then give

\[
\nabla\cdot\mathbf j=\tfrac12\sin\omega t\left(b\nabla^2a-a\nabla^2b\right)
=\tfrac12\sin\omega t\left[\left(1-\frac2r\right)-\left(\frac14-\frac2r\right)\right]ab
=\tfrac38\,ab\sin\omega t .
\]

The potential terms cancel, and the remaining factor is the energy difference. On the other side, \(\partial\rho/\partial t=-\omega\,ab\sin\omega t\) with \(\omega=3/8\). Therefore

\[
\frac{\partial\rho}{\partial t}+\nabla\cdot\mathbf j=0 .
\]

For the explicit current we need the gradients. With unit vectors \(\hat{\mathbf r}\) and \(\hat{\mathbf z}\),

\[
\nabla a=-a\,\hat{\mathbf r},\qquad
\nabla b=\frac{e^{-r/2}}{4\sqrt{2\pi}}\left(\hat{\mathbf z}-\frac z2\,\hat{\mathbf r}\right).
\]

Consequently

\[
b\nabla a-a\nabla b=\frac{e^{-3r/2}}{4\sqrt2\,\pi}\left(-z\,\hat{\mathbf r}-\hat{\mathbf z}+\frac z2\,\hat{\mathbf r}\right),
\]

and

\[
\mathbf j=-\sin\omega t\;\frac{e^{-3r/2}}{8\sqrt2\,\pi}\left(\hat{\mathbf z}+\frac z2\,\hat{\mathbf r}\right).
\]

The derivatives above were taken at \(r\neq0\), so the nucleus needs a separate look. The current is bounded there, and its flux through a small sphere of radius \(\varepsilon\) vanishes like \(\varepsilon^2\) or faster. No point source is hidden at the origin.

The \(z\) component contains \(1+z^2/(2r)\), which is positive. During the first half period the probability therefore flows downward at every point, and during the second half it flows upward.

**One point.** At \((0,0,1)\) and \(t=T/4\), where \(\sin\omega t=1\),

\[
j_z=-\frac{e^{-3/2}}{8\sqrt2\,\pi}\cdot\frac32=-0.00942,\qquad
\nabla\cdot\mathbf j=\frac38\cdot\frac{e^{-3/2}}{4\sqrt2\,\pi}=0.00471 .
\]

The density there changes at the rate \(-0.00471\): more probability leaves the neighbourhood than enters it.

**A half-space.** The probability above the plane \(z=0\) is

\[
P=\frac12+\cos\omega t\int_{z>0}ab\,d^3r .
\]

The first term is \(\tfrac12\) because \(a^2\) and \(b^2\) are even. In the second, the azimuth gives \(2\pi\), the integral of \(\cos\theta\) over the upper hemisphere gives \(\tfrac12\), and the radial integral is \(6\,(2/3)^4=32/27\):

\[
P=\frac12+\frac{1}{4\sqrt2\,\pi}\cdot2\pi\cdot\frac12\cdot\frac{32}{27}\cos\omega t
=\frac12+\frac{4\sqrt2}{27}\cos\omega t .
\]

It swings between 0.710 and 0.290, so even at the turning points a good part of the cloud lies on the far side of the nucleus. The upward flux through the plane, with \(s\) the distance from the axis, is

\[
\int j_z\,dA=-\frac{\sin\omega t}{8\sqrt2\,\pi}\,2\pi\int_0^\infty s\,e^{-3s/2}ds
=-\frac{\sin\omega t}{4\sqrt2}\cdot\frac49=-\frac{\sqrt2}{18}\sin\omega t .
\]

This equals \(dP/dt\), because \(\tfrac38\cdot\tfrac{4\sqrt2}{27}=\tfrac{\sqrt2}{18}\). At \(T/4\) both are \(-0.0786\).

## Ehrenfest's theorem

**Position and momentum.** The real part of \(\psi^*\partial_z\psi\) is \(\tfrac12\partial_z\rho\), which integrates to zero. Hence

\[
\langle p_z\rangle=\int\psi^*(-i\,\partial_z)\psi\,d^3r=\int j_z\,d^3r .
\]

The \(z\) component of \((z/2)\hat{\mathbf r}\) is \(\tfrac12r\cos^2\theta\), and the angular average of \(\cos^2\theta\) is \(\tfrac13\). Thus

\[
\langle p_z\rangle=-\frac{\sin\omega t}{8\sqrt2\,\pi}\,4\pi\int_0^\infty\left(r^2+\frac{r^3}{6}\right)e^{-3r/2}dr .
\]

The two radial terms are \(16/27\) and \(\tfrac16\cdot\tfrac{32}{27}=16/81\), with sum \(64/81\). The result is

\[
\langle p_z\rangle=-\frac{1}{2\sqrt2}\cdot\frac{64}{81}\sin\omega t=-\frac{16\sqrt2}{81}\sin\omega t .
\]

Differentiating the mean position gives

\[
\frac{d\langle z\rangle}{dt}=-\frac38\cdot\frac{128\sqrt2}{243}\sin\omega t=-\frac{16\sqrt2}{81}\sin\omega t ,
\]

which is the same. With unit mass, velocity and momentum agree.

**Momentum and force.** The even part of \(\rho\) contributes nothing to \(\langle z/r^3\rangle\). The integral converges at the nucleus, since the singularity \(1/r^2\) is compensated by the volume factor \(r^2\), and the integrand is odd. The cross term gives

\[
-\left\langle\frac z{r^3}\right\rangle
=-\frac{\cos\omega t}{4\sqrt2\,\pi}\int\frac{z^2}{r^3}\,e^{-3r/2}d^3r
=-\frac{\cos\omega t}{4\sqrt2\,\pi}\cdot\frac{4\pi}{3}\int_0^\infty r\,e^{-3r/2}dr .
\]

The last integral is \(4/9\), so the mean force is \(-(2\sqrt2/27)\cos\omega t\). On the other side,

\[
\frac{d\langle p_z\rangle}{dt}=-\frac38\cdot\frac{16\sqrt2}{81}\cos\omega t=-\frac{2\sqrt2}{27}\cos\omega t .
\]

Both Ehrenfest equations hold. Integration over the wave function gives these values during half a period:

| \(t/T\) | \(\langle z\rangle\) | \(\langle p_z\rangle\) | mean force |
|---|---|---|---|
| 0 | 0.7449 | 0 | −0.1048 |
| 1/8 | 0.5267 | −0.1975 | −0.0741 |
| 1/4 | 0 | −0.2794 | 0 |
| 1/2 | −0.7449 | 0 | 0.1048 |

At \(t=0\) the mean force is \(-0.105\), while the force at the mean position is \(-1.802\), about 17 times stronger. The square root of this ratio is the factor of about four in the tempting frequency.

A separate check propagates the initial state on a radial grid, without being given the energies. Up to \(t=17.5\) its mean position differs from the formula by at most \(5.9\times10^{-4}\) bohr. Its acceleration, from second time differences, matches its own mean force within \(3.2\times10^{-4}\), about 0.3% of the force amplitude. This mismatch is almost entirely the error of the second difference, \(D\omega^4\Delta t^2/12=3.1\times10^{-4}\) for the time step \(\Delta t=0.5\). The position error comes from the radial step 0.02 and is four times larger at twice that step. The values are in the numerical output.

## Other superpositions

The mean force found here is \(-\omega^2\langle z\rangle\), as for a spring, yet the potential is not harmonic. The sinusoidal motion comes from the single energy difference in the state. A superposition of 1s and 3p0 has \(\omega=\tfrac12-\tfrac1{18}=\tfrac49\), so the apparent spring constant would be \(16/81\) instead of \(9/64\). It belongs to the state, not to the atom.

For unequal weights and a relative phase, take \(\psi\propto a\cos\alpha+b\,e^{i\phi}e^{-i\omega t}\sin\alpha\). The cross term in the density is \(2\sin\alpha\cos\alpha\;ab\cos(\omega t-\phi)\), and hence

\[
\langle z\rangle=D\sin2\alpha\,\cos(\omega t-\phi).
\]

The phase shifts the origin of time. Equal weights, \(\alpha=\pi/4\), give the largest amplitude. For \(\alpha=0\) or \(\pi/2\) the state is stationary and the dipole vanishes.

If 2p0 is replaced by 2s, which has the same energy \(-\tfrac18\) in this model, the density still beats at \(3/8\). It is then spherically symmetric at all times, so \(\langle z\rangle=0\): the cloud pulsates without an oscillating dipole.

The constant amplitude depends on the neglect of radiation. An oscillating dipole emits light, and with that coupling included the oscillation dies away. The decay takes nanoseconds, but the formula for \(\langle z\rangle\) loses its phase much earlier. The finite nuclear mass lowers \(\omega\) by about one part in 1837, so the phase is wrong by 1 radian when \(\omega t\approx1837\), which is after about 0.12 ps or 290 periods. Spin–orbit coupling, also left out, changes the amplitude within tens of picoseconds. For a real atom, the phase of the motion calculated above is therefore reliable only at times well below 0.1 ps.

## Computed results

```
Atomic units unless another unit is named
angular frequency w = 0.375000
ordinary frequency w/(2 pi) = 0.059683
ordinary frequency = 2.4674 PHz
period T = 16.75516
period T = 0.40529 fs
amplitude of <z>, formula = 0.744936 bohr
amplitude of <z>, quadrature = 0.744936 bohr
dipole amplitude = 1.8934 debye
amplitude of <p_z> = 0.279351
amplitude of mean force = 0.104757
quadrature: t/T, <z>, <p_z>, mean force
0.000   0.744936   0.000000  -0.104757
0.125   0.526749  -0.197531  -0.074074
0.250   0.000000  -0.279351   0.000000
0.500  -0.744936   0.000000   0.104757
force at the mean position, t=0 = -1.802032
P(z>0) at t=0 = 0.709513
P(z>0) at t=T/2 = 0.290487
flux through plane z=0 at T/4 = -0.078567
dP(z>0)/dt at T/4 = -0.078567
local balance at (0,0,1) bohr, t=T/4:
j_z = -0.009417
d rho/dt = -0.004708
div j = 0.004708
largest continuity residual, 40 points = 3.0e-11
grid propagation: last time = 17.5
grid: largest error of <z> = 5.9e-04 bohr
grid: largest Ehrenfest mismatch = 3.2e-04
```
